\section*{Dipole moment of a rotating polar molecule in a static field, part 1}

(Sections cited here and not found follow in the second part.)

\section{What units and inversion symmetry allow}

A rigid linear polar rotor with no angular momentum about its own axis, placed in a static field $F$, has two energies and no others: the rotational constant $B$, measured in joule, and the product $\mu F$ of the body-fixed dipole and the field. The laboratory dipole moment $d$ of a stationary state is an average of $\mu\cos\theta$, with $\theta$ the angle between the dipole and the field, so it must have the form
\begin{equation}
d=\mu\, f(w),\qquad w=\frac{\mu F}{B},\qquad |f|\le 1 .
\end{equation}
Inverting the molecular axis through the origin leaves the rotational energy unchanged and reverses $\cos\theta$, which has the same effect on the energy as reversing the field. Hence $f(-w)=-f(w)$. A function that is odd and smooth at the origin vanishes there and starts as $f=a\,w$, with $a$ a pure number. The moment in a weak field is therefore $a\mu^2F/B$. The number $a$ depends on the state. Where it is not zero the moment is proportional to the field. It is zero for some excited levels, such as $J=3$, $|M|=2$ in Eq.~\eqref{eq:JM}, and the moment then starts at order $w^3$. In either case it can approach $\mu$ only when $w$ is large.

\section{The argument under review}

The argument concerns a heteronuclear diatomic molecule cooled to its rotational ground state, and it runs in three steps. (i) The molecule has a permanent dipole moment $\mu$, so it has that moment in every state. (ii) In the state $J=0$ it does not rotate, so its axis points in a fixed direction, and any field, however weak, turns that direction along $F$. (iii) Therefore $d=\mu$ and the level shifts by $-\mu F$.

The conclusion requires $f=1$ for all $w>0$ and $f=-1$ for all $w<0$. That function is odd, but it jumps at $w=0$. A jump needs two degenerate field-free states that the field can mix at no cost in energy, and the rotor considered here has no such pair. Step (i) confuses two frames of reference and step (ii) misreads the state $J=0$.

\section{Model and conventions}

The molecule is a rigid diatomic in a $^1\Sigma$ electronic state, so there is no electronic angular momentum about the axis. Nuclear spin is neglected. The unit vector $\mathbf n$, with polar angles $\theta,\phi$, points along the axis from the negative to the positive end, and the dipole operator is $\mu\mathbf n$ with $\mu>0$. With the field along $+z$,
\begin{equation}
H=B\hat J^2-\mu F\cos\theta,\qquad B=\frac{\hbar^2}{2I},\qquad I=m_r r^2 ,
\end{equation}
where $m_r$ is the reduced mass, $r$ the bond length, and $\hat J^2$ is dimensionless with eigenvalues $J(J+1)$ on the spherical harmonics $Y_{JM}$. A value of $B$ given in hertz must be multiplied by $h$, and one given as a wavenumber by $hc$, before it is used in $w$. Dividing by $B$ gives
\begin{equation}
\left(\hat J^2-w\cos\theta\right)\psi=\varepsilon\,\psi,\qquad \varepsilon=E/B .
\label{eq:reduced}
\end{equation}
The operator does not depend on $\phi$, so $M$ is conserved. A state of definite $M$ has $|\psi|^2$ independent of $\phi$, its transverse moments vanish, and $d=\mu\langle\cos\theta\rangle$ is the whole laboratory moment. Within one $M$ the field-free levels $J=|M|,|M|+1,\dots$ are all distinct and $\cos\theta$ is bounded, so $\varepsilon(w)$ has a power series about $w=0$. This justifies the smoothness assumed in the first section.

\section{Objection 1: no moment without a field}

Inversion $\mathbf n\to-\mathbf n$ means $\theta\to\pi-\theta$, $\phi\to\phi+\pi$. With $x=\cos\theta$, the harmonic is proportional to $P_J^{|M|}(x)\,e^{iM\phi}$. The first factor is $(1-x^2)^{|M|/2}$ times the $|M|$-th derivative of a polynomial of parity $(-1)^J$, so it acquires $(-1)^{J-|M|}$. The second acquires $(-1)^M$. The product is
\begin{equation}
Y_{JM}(-\mathbf n)=(-1)^J\,Y_{JM}(\mathbf n).
\end{equation}
Different $J$ have different energies $BJ(J+1)$, so the most general field-free eigenstate is $\psi=\sum_M b_M Y_{JM}$ with a single $J$. All its terms share the sign $(-1)^J$, and $|\psi(-\mathbf n)|^2=|\psi(\mathbf n)|^2$. Renaming the integration variable $\mathbf n\to-\mathbf n$, which leaves the solid-angle element unchanged,
\begin{equation}
\langle\mathbf n\rangle=\int \mathbf n\,|\psi(\mathbf n)|^2\,d\Omega
=\int(-\mathbf n)\,|\psi(-\mathbf n)|^2\,d\Omega=-\langle\mathbf n\rangle=0 .
\end{equation}
The same reasoning shows that every matrix element of $\mathbf n$ between two states of one $J$ vanishes, so there is no first-order shift, degenerate or not. Numerical quadrature over the sphere for random superpositions of $M$ within each of the lowest few $J$ gave every component of $\langle\mathbf n\rangle$ below $10^{-12}$.

The word ``permanent'' refers to the body frame: the charge distribution is displaced along $\mathbf n$ by a fixed amount. The laboratory sees $\mu\langle\mathbf n\rangle$. For $J=0$ the wave function is the constant $1/\sqrt{4\pi}$. Zero angular momentum goes with complete uncertainty of direction, which is the opposite of step (ii). States with $J\ge1$ can be aligned, with $\langle\cos^2\theta\rangle\neq\frac13$, but the two ends of the axis remain equally likely. The constant $\mu$ is still measurable, because it sets the matrix elements between neighbouring $J$.

\section{The coupling between neighbouring levels}

For $M\ge0$ the associated Legendre functions obey the standard recurrence and normalization
\begin{align}
(2J+1)\,x\,P_J^M&=(J-M+1)\,P_{J+1}^M+(J+M)\,P_{J-1}^M,\\
N_J&=\int_{-1}^1 (P_J^M)^2dx=\frac{2}{2J+1}\frac{(J+M)!}{(J-M)!}.
\end{align}
Multiplying the recurrence by $P_{J+1}^M$, integrating, and using orthogonality leaves only the first term on the right. Dividing by $\sqrt{N_JN_{J+1}}$ to normalize,
\begin{equation}
c_J\equiv\langle J+1,M|\cos\theta|J,M\rangle=\frac{J-M+1}{2J+1}\sqrt{\frac{N_{J+1}}{N_J}},
\qquad
\frac{N_{J+1}}{N_J}=\frac{2J+1}{2J+3}\,\frac{J+M+1}{J-M+1}.
\end{equation}
Squaring and cancelling one factor each of $2J+1$ and $J-M+1$,
\begin{equation}
c_J^2=\frac{(J+1)^2-M^2}{(2J+1)(2J+3)} .
\label{eq:c}
\end{equation}
Negative $M$ gives the same value. Direct quadrature of the functions reproduced Eq.~\eqref{eq:c}. For $M=0$, $c_0^2=\frac13$ and $c_1^2=\frac4{15}$.

A field-free molecule can carry a moment if it is not in an eigenstate. For $\psi=(Y_{00}+Y_{10}e^{-2iBt/\hbar})/\sqrt2$ the diagonal terms vanish by parity and the two cross terms give
\begin{equation}
\langle\cos\theta\rangle=\tfrac12 c_0\left(e^{2iBt/\hbar}+e^{-2iBt/\hbar}\right)=\frac{1}{\sqrt3}\cos\frac{2Bt}{\hbar}.
\end{equation}
This moment oscillates at the frequency of the $J=0\to1$ line and averages to zero in time. A static moment needs a static mixture of even and odd $J$, which the field supplies.

\section{Objection 2: the moment of $J=0$ is induced}

The moment follows from the energy. For a normalized eigenstate, $\varepsilon=\langle\psi|\hat h|\psi\rangle$ with $\hat h=\hat J^2-w\cos\theta$. Differentiating with respect to $w$, the terms containing $\partial_w\psi$ add up to $\varepsilon\,\partial_w\langle\psi|\psi\rangle=0$, and what remains is the Hellmann--Feynman relation
\begin{equation}
\langle\cos\theta\rangle=-\frac{d\varepsilon}{dw},\qquad d=-\frac{\partial E}{\partial F}.
\label{eq:hf}
\end{equation}
Writing $\psi=\sum_J a_J|J,M\rangle$ and projecting Eq.~\eqref{eq:reduced} on $\langle J,M|$ gives an exact three-term recursion,
\begin{equation}
\left[J(J+1)-\varepsilon\right]a_J=w\left(c_{J-1}a_{J-1}+c_Ja_{J+1}\right).
\label{eq:rec}
\end{equation}
For the ground state take $M=0$ and fix the free overall factor by $a_0=1$. The first three rows are
\begin{align}
-\varepsilon&=w\,c_0a_1,\\
(2-\varepsilon)\,a_1&=w\,(c_0+c_1a_2),\\
(6-\varepsilon)\,a_2&=w\,(c_1a_1+c_2a_3).
\end{align}
Each step up in $J$ costs one power of $w$, so $a_J=O(w^J)$ and $\varepsilon=O(w^2)$. To lowest order the second row gives $a_1=wc_0/2$, and the first row then gives
\begin{equation}
\varepsilon=-\frac{w^2c_0^2}{2}=-\frac{w^2}{6},\qquad
\langle\cos\theta\rangle=\frac{w}{3},\qquad
d=\frac{\mu^2F}{3B}.
\label{eq:linear}
\end{equation}
The number $a$ of the first section is $\frac13$. It is made of $c_0^2=\frac13$, the gap $2B$ in the denominator, and a factor 2 from differentiating $w^2$. Setting $d=-E/F$ would give $\mu^2F/(6B)$, half the correct value. While the moment is linear in $F$, $E=-\frac12 dF$: the interaction contributes $-w\langle\cos\theta\rangle=-w^2/3$ to $\varepsilon$, and the rotational energy of the admixed $J=1$ state, $\langle\hat J^2\rangle=2a_1^2=w^2/6$, pays half of it back.

The wave function gives the same result without Eq.~\eqref{eq:hf}. Since $Y_{10}/Y_{00}=\sqrt3\,x$, the state is $\psi\propto1+a_1\sqrt3\,x=1+wx/2$. Then $|\psi|^2\propto1+wx$ to first order, the normalization is unchanged at that order, and
\begin{equation}
\langle x\rangle=\frac12\int_{-1}^1x\,(1+wx)\,dx=\frac w2\cdot\frac23=\frac w3 .
\end{equation}
The field tilts a uniform distribution slightly. The constant $\alpha_{\rm rot}=\mu^2/(3B)$ is a polarizability of rotational origin.

Equation~\eqref{eq:linear} is the leading term only. For the next one, the third row gives $a_2=wc_1a_1/6=w^2c_0c_1/12$, with corrections of order $w^4$. Inserting this and $\varepsilon=-w^2/6$ in the second row,
\begin{align}
a_1&=\frac{wc_0\left(1+w^2c_1^2/12\right)}{2\left(1+w^2/12\right)}
=\frac{wc_0}{2}\left[1+w^2\left(\frac1{45}-\frac1{12}\right)\right]+O(w^5)\nonumber\\
&=\frac{wc_0}{2}\left[1-\frac{11w^2}{180}\right]+O(w^5),
\end{align}
where $c_1^2/12=4/180=1/45$ and $1/12=15/180$. The first row and Eq.~\eqref{eq:hf} give
\begin{equation}
\varepsilon=-\frac{w^2}{6}+\frac{11w^4}{1080}-\dots,\qquad
\frac d\mu=\frac w3-\frac{11w^3}{270}+\dots
\label{eq:cubic}
\end{equation}
A symbolic order-by-order solution of the differential equation in $x$, which uses no matrix elements, gave the same coefficients $-1/6$ and $11/1080$. Factoring the moment as $(w/3)(1-11w^2/90)$ shows that the linear law overshoots the exact moment by the fraction $11w^2/90\approx0.122\,w^2$ of it, to leading order in $w$. It is good for $\mu F\ll B$, and it cannot hold near $w=3$, where it would reach $d=\mu$.

\section{Objection 3: excited levels need not point along the field}

For the state that starts from $J\ge1$, set $a_J=1$ in Eq.~\eqref{eq:rec} and use $\varepsilon\approx J(J+1)$ in the two neighbouring rows. The gaps are $(J+1)(J+2)-J(J+1)=2(J+1)$ above and $(J-1)J-J(J+1)=-2J$ below, so $a_{J+1}=wc_J/[2(J+1)]$ and $a_{J-1}=-wc_{J-1}/(2J)$, with $c_{J-1}=0$ when $|M|=J$. Row $J$ then gives the shift $\Delta\varepsilon=\varepsilon-J(J+1)$,
\begin{equation}
\Delta\varepsilon=w^2\left[\frac{c_{J-1}^2}{2J}-\frac{c_J^2}{2(J+1)}\right]
=\frac{w^2}{2(2J+1)}\left[\frac{J^2-M^2}{J(2J-1)}-\frac{(J+1)^2-M^2}{(J+1)(2J+3)}\right].
\end{equation}
The parts of the bracket without and with $M^2$ are combined separately:
\begin{align}
\frac{J}{2J-1}-\frac{J+1}{2J+3}&=\frac{(2J^2+3J)-(2J^2+J-1)}{(2J-1)(2J+3)}=\frac{2J+1}{(2J-1)(2J+3)},\\
\frac{1}{(J+1)(2J+3)}-\frac{1}{J(2J-1)}&=\frac{(2J^2-J)-(2J^2+5J+3)}{J(J+1)(2J-1)(2J+3)}\nonumber\\
&=\frac{-3(2J+1)}{J(J+1)(2J-1)(2J+3)} .
\end{align}
The factor $2J+1$ cancels, and Eq.~\eqref{eq:hf} turns $w^2/2$ into $-w$, so that to first order in $w$
\begin{equation}
\frac d\mu=-w\,\frac{J(J+1)-3M^2}{J(J+1)(2J-1)(2J+3)} .
\label{eq:JM}
\end{equation}
For $J=1$ the denominator is $2\cdot1\cdot5=10$, so $d/\mu=-w/5$ for $M=0$ and $+w/10$ for $M=\pm1$. The $M=0$ moment opposes the field, because the level is pushed up by $J=0$ more strongly than it is pushed down by $J=2$. A classical rotor turning in a plane that contains the field does the same, since it moves slowest when it points against the field. Because $\sum_M M^2=J(J+1)(2J+1)/3$, the numerators of Eq.~\eqref{eq:JM} sum to zero over $M$.

This cancellation recovers a classical limit. In a gas at temperature $T$ the field changes the populations only at order $F^2$, so to first order each shell $J\ge1$ is evenly filled and contributes nothing. The state $J=0$ has population $1/Z$, and for $k_BT\gg B$ the sum $Z=\sum_J(2J+1)e^{-BJ(J+1)/k_BT}$ becomes $\int_0^\infty e^{-By/k_BT}dy=k_BT/B$ with $y=J(J+1)$. The mean moment is $(B/k_BT)\,\mu^2F/(3B)=\mu^2F/(3k_BT)$, the Langevin--Debye result.

Field-free eigenstates of the rotor have no laboratory moment; a weak field induces $d=\mu^2F/(3B)$ in the ground state, while excited levels can have moments that oppose the field. It remains to find how the ground-state moment approaches $\mu$ in a strong field, to work through a numerical case, and to see where the analysis stops applying.
